# Why the Last Partial-Wave Increment Does Not Measure the Remaining Error: a program that tests the result

```python
"""
Result under test: if partial-wave increments have magnitude A*(l+1/2)**-4 and
the expansion stops after l = L, then
    tail / last increment = (L-1)/3 + 1/(3(L+1)) + O(L**-2),
which is below 1 for L <= 3 and above 1 for L >= 4.
Physical case: second-order energy of the two-electron atom, perturbation 1/r12,
nuclear charge scaled to 1, energies in hartree (independent of the charge).
Symbols: l angular momentum, L last one kept, A strength of the power law,
s = r1+r2, t = r1-r2, u = r12 (lengths in bohr).
"""
from functools import lru_cache
import numpy as np
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, gammaln
import mpmath as mp

mp.mp.dps = 40


def radial_basis(l, size, alpha, r):
    """Orthonormal Laguerre functions P_n(r) and their derivatives."""
    x = 2 * alpha * r
    values, slopes = [], []
    for n in range(size):
        norm = np.exp(0.5 * (np.log(2 * alpha) + gammaln(n + 1)
                             - gammaln(n + 2 * l + 3)))
        lag = eval_genlaguerre(n, 2 * l + 2, x)
        dlag = -eval_genlaguerre(n - 1, 2 * l + 3, x) if n > 0 else 0 * x
        front = norm * x**l * np.exp(-x / 2)
        values.append(front * x * lag)
        slopes.append(2 * alpha * front * ((l + 1 - x / 2) * lag + x * dlag))
    return np.array(values), np.array(slopes)


def increments(l, sizes):
    """Magnitude of the second-order increment of wave l for several bases."""
    size = max(sizes)
    alpha = 2 + 0.6 * l
    r_max = (4 * (size + l + 2) + 90) / (2 * alpha)
    node, weight = np.polynomial.legendre.leggauss(200)
    r, wr = r_max * (node + 1) / 2, r_max * weight / 2
    node, weight = np.polynomial.legendre.leggauss(100)
    ratio, wt = (node + 1) / 2, weight / 2
    p, dp = radial_basis(l, size, alpha, r)
    assert np.allclose((p * wr) @ p.T, np.eye(size), atol=1e-8)
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    h = 0.5 * (dp * wr) @ dp.T + (p * wr * potential) @ p.T
    # outer radius r, inner radius ratio*r: the integrand is smooth there
    inner_r = np.outer(r, ratio)
    inner_p = radial_basis(l, size, alpha, inner_r)[0]
    inner = (inner_p * 2 * inner_r * np.exp(-inner_r)) @ (wt * ratio**l)
    outer = p * 2 * r * np.exp(-r)
    half = (outer * wr) @ inner.T
    coupling = half + half.T
    result = []
    for n in sizes:
        e, c = np.linalg.eigh(h[:n, :n])
        w = c.T @ coupling[:n, :n] @ c
        gap = e[:, None] + e[None, :] + 1.0
        if l == 0:
            w[0, 0], gap[0, 0] = 0.0, 1.0   # unperturbed state is left out
        result.append(np.sum(w**2 / gap) / (2 * l + 1))
    return result


@lru_cache(maxsize=None)
def moment(a, b, c):
    """Integral of exp(-2s) s^a u^b t^c over 0 < t < u < s."""
    k = a + b + c + 2
    return mp.factorial(k) / mp.mpf(2)**(k + 1) / ((c + 1) * (b + c + 2))


def explicit_r12_energy(degree):
    """Variational second-order energy with polynomials in s, t^2 and u."""
    powers = [(i, j, k) for i in range(degree + 1)
              for j in range(0, degree + 1, 2) for k in range(degree + 1)
              if 0 < i + j + k <= degree]
    m, dim = moment, len(powers)
    matrix, source = mp.matrix(dim, dim), mp.matrix(dim, 1)
    for row, (i, j, k) in enumerate(powers):
        source[row] = (m(i + 2, k, j) - m(i, k, j + 2)
                       - mp.mpf(5) / 8 * (m(i + 2, k + 1, j)
                                          - m(i, k + 1, j + 2)))
        for col in range(row + 1):
            x, y, z = powers[col]
            a, b, c = i + x, k + z, j + y
            same = m(a, b + 1, c)
            val = i * x * (same - m(a - 2, b + 1, c + 2))
            val += j * y * (m(a + 2, b + 1, c - 2) - same)
            val += k * z * (m(a + 2, b - 1, c) - m(a, b - 1, c + 2))
            val += (i * z + x * k) * (same - m(a, b - 1, c + 2))
            val += (j * z + y * k) * (m(a + 2, b - 1, c) - same)
            matrix[row, col] = matrix[col, row] = val
    solution = mp.lu_solve(matrix, source)
    norm = m(2, 1, 0) - m(0, 1, 2)
    return -float(sum(source[n] * solution[n] for n in range(dim)) / norm)


# ---- pure power law: explicit sums against bounds and expansion ----
terms = (np.arange(200001) + 0.5)**-4
from_l = np.cumsum(terms[::-1])[::-1]
tail_sum = from_l[1:]                       # entry L: sum over l > L
law_ratio = tail_sum / terms[:-1]
for L in range(41):
    a = L + 1
    assert 1 / (3 * a**3) - 1 / (6 * a**5) < tail_sum[L] < 1 / (3 * a**3)
for L in range(10, 101):
    rest = law_ratio[L] - (L - 1) / 3 - 1 / (3 * (L + 1))
    assert 0.1 < rest * (L + 1)**2 < 0.2    # remainder really is O(L**-2)
assert np.all(law_ratio[:4] < 1) and np.all(law_ratio[4:1000] > 1)
q = 0.6
assert abs(sum(q**n for n in range(1, 200)) - q / (1 - q)) < 1e-12

# ---- the atom: increments and an independent total ----
l_max = 10
both = np.array([increments(l, (20, 30)) for l in range(l_max + 1)])
inc = both[:, 1]
total_small, total = explicit_r12_energy(6), explicit_r12_energy(8)
true_tail = -total - np.cumsum(inc)
atom_ratio = true_tail / inc
strength = 6 * quad(lambda r: r**5 * np.exp(-4 * r), 0, np.inf)[0]
lam = np.arange(l_max + 1) + 0.5
scaled = inc * lam**4
limit = ((lam[10]**2 * scaled[10] - lam[8]**2 * scaled[8])
         / (lam[10]**2 - lam[8]**2))

print("Second-order energy, two-electron atom (hartree)")
print(f"total, r12 basis of degree 6: {total_small:.7f}")
print(f"total, r12 basis of degree 8: {total:.7f}")
print(f"sum of waves l=0..10, 30 radial functions: {-inc.sum():.7f}")
print(f"same sum, 20 radial functions: {-both[:, 0].sum():.7f}")
print(f"A from the ridge formula: {strength:.6f} hartree")
print(f"A extrapolated from l=8 and l=10: {limit:.6f} hartree")
print("l, increment magnitude (microhartree), times (l+1/2)^4 (hartree)")
for l in range(l_max + 1):
    print(f"{l:2d} {inc[l]*1e6:12.2f} {scaled[l]:9.5f}")
print("L, true tail, corrected estimate (microhartree);"
      " tail/last: atom, pure law")
estimate = np.array([inc[L] * (L + 0.5)**4 / (3 * (L + 1)**3)
                     for L in range(l_max + 1)])
for L in range(1, 9):
    print(f"{L:2d} {true_tail[L]*1e6:10.1f} {estimate[L]*1e6:10.1f}"
          f" {atom_ratio[L]:7.3f} {law_ratio[L]:7.3f}")
print("Pure law: L, tail/last, (L-1)/3, L/3")
for L in (3, 4, 10, 20, 50, 100):
    print(f"{L:3d} {law_ratio[L]:8.4f} {(L-1)/3:8.4f} {L/3:8.4f}")

threshold = 1e-6
stop = int(np.argmax(strength * terms < threshold))
safe = int(np.argmax(strength * tail_sum < threshold))
print(f"Stopping rule, pure law, threshold {threshold*1e6:.1f} microhartree")
print(f"last increment below threshold first at L = {stop}")
print(f"last increment there: {strength*terms[stop]*1e6:.3f} microhartree")
print(f"tail there: {strength*tail_sum[stop]*1e6:.3f} microhartree")
print(f"tail/last there: {law_ratio[stop]:.3f}")
print(f"tail below threshold first at L = {safe}")

assert abs(total - total_small) < 2e-5
assert np.all(np.abs(both[:, 1] - both[:, 0]) < 5e-6)
assert abs(limit / strength - 1) < 0.02
assert abs(-total - inc.sum() - strength * tail_sum[l_max]) < 5e-6
assert np.all(atom_ratio[1:4] < 1) and np.all(atom_ratio[4:9] > 1)
assert np.all(np.abs(atom_ratio[4:9] / law_ratio[4:9] - 1) < 0.08)
assert np.all(np.abs(estimate[4:9] / true_tail[4:9] - 1) < 0.08)
print("tests ok")
```

Running it gives:

```
Second-order energy, two-electron atom (hartree)
total, r12 basis of degree 6: -0.1576591
total, r12 basis of degree 8: -0.1576650
sum of waves l=0..10, 30 radial functions: -0.1576208
same sum, 20 radial functions: -0.1576172
A from the ridge formula: 0.175781 hartree
A extrapolated from l=8 and l=10: 0.173877 hartree
l, increment magnitude (microhartree), times (l+1/2)^4 (hartree)
 0    125333.59   0.00783
 1     26494.83   0.13413
 2      3905.83   0.15257
 3      1077.47   0.16169
 4       405.89   0.16644
 5       184.82   0.16912
 6        95.64   0.17072
 7        54.27   0.17171
 8        33.01   0.17232
 9        21.20   0.17267
10        14.22   0.17285
L, true tail, corrected estimate (microhartree); tail/last: atom, pure law
 1     5836.6     5588.8   0.220   0.189
 2     1930.8     1883.6   0.494   0.458
 3      853.3      842.1   0.792   0.758
 4      447.4      443.8   1.102   1.072
 5      262.6      261.0   1.421   1.393
 6      167.0      165.9   1.746   1.717
 7      112.7      111.8   2.077   2.044
 8       79.7       78.8   2.414   2.372
Pure law: L, tail/last, (L-1)/3, L/3
  3   0.7584   0.6667   1.0000
  4   1.0724   1.0000   1.3333
 10   3.0316   3.0000   3.3333
 20   6.3496   6.3333   6.6667
 50  16.3399  16.3333  16.6667
100  33.0033  33.0000  33.3333
Stopping rule, pure law, threshold 1.0 microhartree
last increment below threshold first at L = 20
last increment there: 0.995 microhartree
tail there: 6.320 microhartree
tail/last there: 6.350
tail below threshold first at L = 38
tests ok
```
